\section*{Two-Dimensional Avrami Coverage for Instantaneous and Continuous Nucleation}

\section{The decision and the model}

To extract growth parameters from the coverage of a solid surface by a one-layer film, one must decide what to fit. The two simplest choices are a fixed density of islands present from the start and a constant rate at which new islands appear on bare surface. The first choice gives a time exponent of 2, the second an exponent of 3. The wrong choice turns a fitted constant into a density or a rate that the surface does not have. The exponents belong to a particular function of the coverage and hold under the following assumptions.

\begin{enumerate}
\item The surface is flat, uniform and so large that its edges do not matter.
\item An island is born with negligible size and grows as a disc with constant radial speed $v$, the same for all islands. Growth stops where islands meet. Nothing desorbs, and no second layer counts towards the coverage.
\item Nucleation events are independent in space and time. On bare surface their rate per unit area is $I(s)$ at time $s$; on covered surface it is zero.
\end{enumerate}

The third assumption requires that there be no ordered array of preferred sites, and no depleted zone round an island in which nucleation is suppressed. Steps or scratches that line up the nuclei violate it.

Let $\theta(t)$ be the mean covered fraction. Instantaneous nucleation means that nuclei of density $N$ are all born at $t=0$, written $I(s)=N\delta(s)$ with the full weight of the delta function counted at the start. Continuous nucleation means $I(s)=J$, a constant rate per unit bare area.

\begin{theorem}
Under these assumptions,
\begin{equation}
\theta(t)=1-e^{-X(t)},\qquad
X(t)=\pi v^2\int_0^t I(s)(t-s)^2\,ds .
\label{eq:main}
\end{equation}
In particular,
\begin{align}
X_{\rm inst}(t)&=\pi N v^2t^2, \label{eq:inst}\\
X_{\rm cont}(t)&=\frac{\pi}{3}Jv^2t^3. \label{eq:cont}
\end{align}
The time exponent
\begin{equation}
n=\frac{d\ln X}{d\ln t},\qquad X=-\ln(1-\theta),
\label{eq:n}
\end{equation}
is therefore 2 for instantaneous and 3 for continuous nucleation.
\end{theorem}

The quantity $X$ is called the extended coverage. It is the mean total area, per unit area of surface, of freely growing discs born at the rate $I(s)$ everywhere, on covered ground as well as on bare, so it can exceed 1.

\section{Two lemmas and the proof}

The difficulty is that nucleation depends on the bare area, which is the unknown. It is removed by letting candidate nuclei appear at rate $I(s)$ everywhere. Candidates on bare ground become real islands, which reproduces the assumed nucleation. Candidates on covered ground are phantoms, with no physical existence. Define the arrival time of a freely growing disc, born at $x_i$ at time $s_i$, at a point $P$:
\begin{equation}
\tau_i(P)=s_i+\frac{|P-x_i|}{v}.
\end{equation}

\begin{lemma}[Blocking]
Stopping growth at contact does not change the covered region: it is the union of the freely growing discs of the real islands.
\end{lemma}

\begin{proof}
Growth with stopping cannot cover more than free growth. For the converse, let $i$ be the real island with the smallest $\tau_i(P)$. Suppose its straight path to $P$ were blocked at a point $Q$ by an island $j$ that arrived there earlier, so that $\tau_j(Q)<\tau_i(Q)$. The triangle inequality gives
\begin{equation}
\tau_j(P)\le \tau_j(Q)+\frac{|P-Q|}{v}
<\tau_i(Q)+\frac{|P-Q|}{v}=\tau_i(P).
\end{equation}
The last equality holds because $Q$ lies on the segment from $x_i$ to $P$. This contradicts the choice of $i$, so $P$ is covered at time $\tau_i(P)$.
\end{proof}

\begin{lemma}[Phantoms]
Adding the discs of all phantoms leaves the covered region unchanged.
\end{lemma}

\begin{proof}
Let a phantom be born at $y$ at time $s$. Since $y$ is already covered, some real island $i$ satisfies $|y-x_i|\le v(s-s_i)$. If the phantom disc contains $P$ at time $t$, then $|P-y|\le v(t-s)$, and
\begin{align}
|P-x_i|&\le |P-y|+|y-x_i| \nonumber\\
&\le v(t-s)+v(s-s_i)=v(t-s_i).
\end{align}
Island $i$ has thus covered $P$ already.
\end{proof}

\begin{proof}[Proof of the theorem]
By the two lemmas, $P$ is bare at time $t$ if and only if no candidate, real or phantom, has reached it. A candidate born at time $s$ reaches $P$ by time $t$ if it was born within distance $v(t-s)$ of $P$. The dangerous births thus fill a cone in space and time, whose cross-section at time $s$ has area $\pi v^2(t-s)^2$.

Divide the cone into small cells $c$, and let $p_c$ be the probability that cell $c$ contains a candidate. For a continuous rate, $p_c=I\,\Delta A\,\Delta s$ to leading order; for births at $t=0$, the cells are areas and $p_c=N\Delta A$. Candidates in different cells are independent, so the probabilities of empty cells multiply:
\begin{equation}
1-\theta=\lim\prod_c(1-p_c)
=\lim\exp\left[\sum_c\ln(1-p_c)\right].
\end{equation}
Now $\ln(1-p_c)=-p_c+O(p_c^2)$, and
\begin{equation}
\sum_c p_c^2\le \left(\max_c p_c\right)\sum_c p_c .
\end{equation}
The right side vanishes as the cells shrink, because the sum tends to the finite mean number of candidates in the cone. That number is
\begin{equation}
\sum_c p_c\longrightarrow\int_0^t I(s)\,\pi v^2(t-s)^2\,ds=X(t).
\end{equation}
Hence $1-\theta=e^{-X}$. The surface is uniform, so the probability that one point is covered equals the mean covered fraction, which proves \eqref{eq:main}.

For $I=N\delta(s)$ the integral is its integrand at $s=0$, giving \eqref{eq:inst}. For $I=J$, set $u=t-s$:
\begin{equation}
X_{\rm cont}=\pi Jv^2\int_0^t u^2\,du=\frac{\pi}{3}Jv^2t^3 .
\end{equation}
The logarithms of \eqref{eq:inst} and \eqref{eq:cont} are a constant plus $2\ln t$ and $3\ln t$, which gives the exponents.
\end{proof}

\begin{remark}[Meaning of the exponents]
Two powers of time come from the area of a disc. The third, in the continuous case, comes from the number of candidates, which grows as $t$. The factor $1/3$ is the mean of $(t-s)^2/t^2$ over uniformly distributed birth times: late islands have had less time to grow.
\end{remark}

\begin{remark}[Where equal, constant speed matters]
Suppose instead that radii grow as $c\sqrt{t-s}$, as a limited supply might cause. A phantom born at the rim of an older island, at distance $c\sqrt{s-s_i}$ from its centre, extends to $c\sqrt{s-s_i}+c\sqrt{t-s}$ from that centre. This exceeds the older radius $c\sqrt{t-s_i}$, since the square of the sum contains an additional positive cross term. The phantom protrudes, and the second lemma fails. The growth law also changes the exponent. The area of a disc now grows as only one power of time, and for continuous nucleation the freely growing discs add up to $\pi Jc^2\int_0^t(t-s)\,ds=\pi Jc^2t^2/2$. Continuous nucleation with this growth therefore shows an exponent close to 2. An exponent of 2 indicates instantaneous nucleation only if a constant radial speed has been established separately.
\end{remark}

\section{Consequences for measured curves}

Write both laws as $X=Kt^n$, with $K=\pi Nv^2$ for $n=2$ and $K=\pi Jv^2/3$ for $n=3$.

\begin{corollary}[Raw slope]
The log-log slope of the coverage itself is
\begin{equation}
\frac{d\ln\theta}{d\ln t}
=\frac{e^{-X}}{1-e^{-X}}\frac{dX}{d\ln t}
=\frac{nX}{e^X-1}.
\label{eq:raw}
\end{equation}
\end{corollary}

The first equality is the chain rule, and the second uses $dX/d\ln t=nX$. For $X\ll1$ the slope tends to $n$, because $e^X-1\approx X$. At half coverage $e^X=2$, and the slope has dropped to $n\ln2$, or 1.386 and 2.079 for the two laws. A continuous process read in this way near half coverage gives a slope close to 2, and can be mistaken for an instantaneous one if that slope is taken for the exponent $n$. The exponent should be taken from $\ln[-\ln(1-\theta)]$ against $\ln t$.

\begin{corollary}[Characteristic times]
The half time is $t_{1/2}=(\ln2/K)^{1/n}$. Covering is fastest at $X=(n-1)/n$. The times of 90\% and 10\% coverage have the ratio
\begin{equation}
\frac{t_{90}}{t_{10}}=\left[\frac{\ln10}{\ln(10/9)}\right]^{1/n}.
\end{equation}
\end{corollary}

\begin{proof}
A given coverage requires $Kt^n=-\ln(1-\theta)$. Inserting $\theta=0.5$, $0.9$ and $0.1$ gives the half time and the ratio. The covering rate is $\dot\theta=nKt^{n-1}e^{-Kt^n}$. Its logarithm is stationary when
\begin{equation}
\frac{n-1}{t}-nKt^{n-1}=0,
\end{equation}
which after multiplication by $t/n$ reads $Kt^n=(n-1)/n$. The derivative changes from positive to negative there, so this is the maximum.
\end{proof}

\begin{corollary}[Final number of islands]
Continuous nucleation ends with the finite density of real islands
\begin{equation}
N_f=J\,\Gamma\!\left(\tfrac43\right)
\left(\frac{3}{\pi Jv^2}\right)^{1/3}.
\label{eq:nf}
\end{equation}
\end{corollary}

\begin{proof}
Real islands appear at rate $J(1-\theta)$ per unit total area, so $N_f=J\int_0^\infty e^{-Kt^3}dt$. With $u=Kt^3$, one has $dt=\frac13K^{-1/3}u^{-2/3}du$, and
\begin{equation}
N_f=JK^{-1/3}\,\frac13\int_0^\infty u^{-2/3}e^{-u}\,du
=JK^{-1/3}\,\frac13\Gamma\!\left(\tfrac13\right).
\end{equation}
Using $\frac13\Gamma(\frac13)=\Gamma(\frac43)$ and $K=\pi Jv^2/3$ gives \eqref{eq:nf}.
\end{proof}

A coverage curve determines $K$, hence the product $Nv^2$ or $Jv^2$ and not its factors. A final island count separates them, provided that islands which have grown together can still be told apart. In the instantaneous case the count is $N$. In the continuous case $J=N_fK^{1/3}/\Gamma(4/3)$, after which $v$ follows from $K$.

\section{Between the two limits}

Let sites placed independently at random with density $N$ activate independently, each with probability $k\,ds$ in a time $ds$ while still inactive. A site that is covered before it activates is lost. The candidate rate is then $I(s)=Nke^{-ks}$. Two integrations by parts give
\begin{align}
\int_0^t ke^{-ks}(t-s)^2ds
&=t^2-2\int_0^t e^{-ks}(t-s)\,ds \nonumber\\
&=t^2-\frac{2t}{k}+\frac{2}{k}\int_0^t e^{-ks}ds \nonumber\\
&=t^2-\frac{2t}{k}+\frac{2}{k^2}\left(1-e^{-kt}\right).
\end{align}
With $z=kt$,
\begin{equation}
X_{\rm act}=\frac{\pi Nv^2}{k^2}\,g(z),\qquad
g(z)=z^2-2z+2(1-e^{-z}),
\label{eq:act}
\end{equation}
and the local exponent is $n=zg'(z)/g(z)$.

For $z\ll1$, expanding the exponential gives $2(1-e^{-z})=2z-z^2+z^3/3-z^4/12+\dots$. The first two terms cancel against $z^2-2z$, leaving $g=\frac{z^3}{3}(1-\frac z4+\dots)$ and $n\approx3-z/4$. The leading term reproduces \eqref{eq:cont} with $J=Nk$: few sites have been used up, so the rate is nearly constant. For $z\gg1$, $g\approx z^2-2z+2$ and $n\approx2+2/z$. Nearly all sites have then been activated or covered, and the delays lower $X$ by a fraction of about $2/z$ compared with instantaneous nucleation. The exponent 2 can be seen in practice only if much of the surface is still bare at this stage, which requires $k$ to be large compared with $v\sqrt N$. The ratio $k/(v\sqrt N)$ must reach some tens: by \eqref{eq:act} the local exponent at half coverage is 2.50 for a ratio of 5, as in the example below, 2.19 for 20 and 2.08 for 50.

\section{Worked example}

Hartree atomic units are unnatural for islands of this size, so lengths are in micrometres and times in seconds. The round model parameters are $v=0.02\,\mu{\rm m\,s^{-1}}$, $N=0.01\,\mu{\rm m}^{-2}$ and $k=0.01\,{\rm s}^{-1}$. The continuous case takes $J=Nk=10^{-4}\,\mu{\rm m}^{-2}{\rm s}^{-1}$, so that it is the early limit of gradual activation. Then
\begin{align}
K_{\rm inst}&=\pi(0.01)(0.02)^2=1.2566\times10^{-5}\,{\rm s}^{-2},\\
K_{\rm cont}&=\frac{\pi}{3}(10^{-4})(0.02)^2
=4.1888\times10^{-8}\,{\rm s}^{-3},
\end{align}
and the half times are
\begin{align}
t_{1/2}^{\rm inst}&=\left(\frac{\ln2}{1.2566\times10^{-5}}\right)^{1/2}{\rm s}
=234.9\,{\rm s}=3.91\,{\rm min},\\
t_{1/2}^{\rm cont}&=\left(\frac{\ln2}{4.1888\times10^{-8}}\right)^{1/3}{\rm s}
=254.8\,{\rm s}=4.25\,{\rm min}.
\end{align}

The half times are close, but the shapes differ. At 100 s the coverages are 0.118 (instantaneous) and 0.041 (continuous); at 400 s they are 0.866 and 0.931. The curves cross where $\pi Nv^2t^2=\pi Jv^2t^3/3$, that is at $t=3N/J=300$ s, where both give 0.677. Covering is fastest at a coverage of 0.393 in the instantaneous case and 0.487 in the continuous one. The ratio $t_{90}/t_{10}$ is 4.7 against 2.8: continuous nucleation starts more slowly and finishes more abruptly.

These laws were tested against a simulation in a periodic square of side 200 $\mu$m, with 40 runs for each law. Births on covered ground were rejected, and the coverage was found from the times at which discs reached random probe points. Agreement within five standard errors was required. Among the times listed in the numerical output, the largest deviation in units of its standard error occurs for gradual activation at 400 s: 0.7141 from the formula and 0.7067 from the simulation, with a standard error of 0.0042. Fits to the simulated coverage between 140 and 360 s gave exponents of 1.991 and 2.996.

The phantom lemma was tested separately. By 450 s a continuous run had on average 1027 real islands and 776 phantoms, yet including the phantoms changed no arrival time at a probe point. The island density was $1027/(200)^2\approx0.0257\,\mu{\rm m}^{-2}$, close to the final value $0.0257\,\mu{\rm m}^{-2}$ from \eqref{eq:nf}, because little bare surface remained.

Gradual activation reaches half coverage at 314.5 s, later than either limit. It must be slower than both: its candidate rate never exceeds $J$, and its sites, at most $N$ per unit area, start no earlier than $t=0$. At its half time $kt\approx3.1$ and the local exponent is 2.50. A value between 2 and 3 can therefore arise from one simple mechanism, without a fractional growth dimension.

\section{When an exponent misleads}

\begin{remark}[Ordered nuclei]
Place instantaneous nuclei on a square lattice of spacing $a=N^{-1/2}$. Until first contact, at $t=a/(2v)$, the discs do not overlap, and $\theta=\pi Nv^2t^2$ without the exponential. In the example $a=10\,\mu$m, and contact occurs at 250 s with coverage $\pi/4\approx0.785$; random nuclei of the same density give 0.544. Let $q=\pi Nv^2t^2$. The exponent inferred from $-\ln(1-\theta)$ before contact is
\begin{equation}
\frac{d\ln[-\ln(1-q)]}{d\ln t}
=\frac{2q}{-(1-q)\ln(1-q)}>2 .
\end{equation}
The inequality holds because $q+(1-q)\ln(1-q)$ vanishes at $q=0$ and has the positive derivative $-\ln(1-q)$ for $0<q<1$. Order among the nuclei can thus imitate continuing nucleation.
\end{remark}

\begin{remark}[Zero of time]
If growth starts a time $t_0$ after the clock, then $X=K(t-t_0)^n$, and the apparent exponent is
\begin{equation}
\frac{d\ln X}{d\ln t}=\frac{nt}{t-t_0}>n .
\end{equation}
An instantaneous process shows the value 3 at $t=3t_0$. The starting time must be known or fitted before the exponent is used to choose between the laws. Images of the same area at two stages of growth give an independent check: in the instantaneous case no new islands appear on ground that was bare in the first image. The number of separate patches is not enough, because patches merge as they grow.
\end{remark}

\section*{Computed values}
\begin{verbatim}
radial speed v = 0.020 um/s
density of nuclei or sites N = 0.010 um^-2
activation rate k = 0.010 s^-1
nucleation rate J = N k = 1.0e-04 um^-2 s^-1
X/t^2, instantaneous = 1.2566e-05 s^-2
X/t^3, continuous = 4.1888e-08 s^-3
simulation: box side 200 um, 40 runs per law, 1000 probes per run
covered fraction: formula / simulation / standard error
  instantaneous, t = 100 s: 0.1181 / 0.1184 / 0.0019
  instantaneous, t = 200 s: 0.3951 / 0.3918 / 0.0033
  instantaneous, t = 300 s: 0.6773 / 0.6752 / 0.0043
  instantaneous, t = 400 s: 0.8661 / 0.8629 / 0.0032
  continuous, t = 100 s: 0.0410 / 0.0416 / 0.0012
  continuous, t = 200 s: 0.2847 / 0.2842 / 0.0033
  continuous, t = 300 s: 0.6773 / 0.6783 / 0.0036
  continuous, t = 400 s: 0.9315 / 0.9344 / 0.0021
  activation, t = 100 s: 0.0327 / 0.0323 / 0.0010
  activation, t = 200 s: 0.1953 / 0.1945 / 0.0026
  activation, t = 300 s: 0.4598 / 0.4557 / 0.0037
  activation, t = 400 s: 0.7141 / 0.7067 / 0.0042
fit window = 140 to 360 s
instantaneous: exponent fitted to simulation = 1.991
instantaneous: raw log slope at half coverage = 1.386
instantaneous: fastest covering at t = 199.5 s, coverage 0.393
instantaneous: time ratio 90%/10% coverage = 4.675
continuous: exponent fitted to simulation = 2.996
continuous: raw log slope at half coverage = 2.079
continuous: fastest covering at t = 251.6 s, coverage 0.487
continuous: time ratio 90%/10% coverage = 2.796
half time, instantaneous = 234.9 s = 3.91 min
half time, continuous = 254.8 s = 4.25 min
half time, activation = 314.5 s
local exponent there = 2.496
activation: k t = 0.01, local exponent 2.998
activation: k t = 0.1, local exponent 2.975
activation: k t = 1, local exponent 2.784
activation: k t = 10, local exponent 2.195
activation: k t = 100, local exponent 2.020
largest arrival-time change by phantoms = 0.0e+00 s
mean phantoms per continuous run = 776
mean real islands per continuous run = 1027
island density at 450 s, formula = 0.02564 um^-2
island density at 450 s, simulation = 0.02567 +/- 0.00011 um^-2
final island density, continuous = 0.02571 um^-2
square lattice: first contact at 250 s
coverage then: lattice 0.785, random 0.544
\end{verbatim}
